\section*{Spin echo decay from dilute, randomly flipping neighbours, part 2}

A probe spin sits among dipolar neighbours placed at random with number density $n$. A Hahn echo ($\pi/2$ pulse at $0$, $\pi$ pulse at $\tau$, detection at $t=2\tau$) has amplitude $V$, divided by its value at $\tau=0$. The pulses leave the neighbours untouched. Each neighbour has orientation $\sigma=\pm1$, both equally likely, and reverses independently at the rate $W$, so that $\langle\sigma(t')\sigma(t'')\rangle=e^{-2W|t'-t''|}$. Neighbour $k$, at distance $r_k$ and angle $\theta_k$ to the field, shifts the probe frequency by $A_k\sigma_k$, with $A_k=\frac D2\,\frac{1-3\cos^2\theta_k}{r_k^3}$. Frequencies and widths are angular, in rad/s. The static dipolar half width is $\Delta$, where
\begin{equation}
D=\frac{\mu_0g^2\mu_B^2}{4\pi\hbar},\qquad
\Delta=\frac{4\pi^2}{9\sqrt3}\,nD .
\label{eq:Delta}
\end{equation}

Let $X$ be the time integral of $\sigma$ over the first interval minus that over the second. For $N$ neighbours in a volume $\Omega$,
\begin{equation}
V=\left[1-\frac1\Omega\int_\Omega\langle1-\cos AX\rangle\,d^3r\right]^N
\longrightarrow
\exp\left[-n\int\langle1-\cos AX\rangle\,d^3r\right]
\quad(\Omega\to\infty),
\label{eq:product}
\end{equation}
which gives $V=e^{-\Delta\langle|X|\rangle}$. Also,
\begin{equation}
|X|=\frac1\pi\int_{-\infty}^{\infty}\frac{1-\cos\lambda X}{\lambda^2}\,d\lambda .
\label{eq:absrep}
\end{equation}

For $W\tau\ll1$ this leads to the Klauder--Anderson law $V=e^{-m\tau^2}$, $m=2\Delta W$, which is part (a) of the theorem. Still to be proved is the main formula for every $W$,
\begin{equation}
V(2\tau)=e^{-\Delta M(t)},\qquad
M(t)=\int_0^t I_0(Ws)\left(e^{-Ws}-e^{-Wt}\right)ds ,
\label{eq:main}
\end{equation}
with $I_0$, $I_1$ modified Bessel functions, and two consequences:

(b) For $W\tau\gg1$ the leading form is $V=\exp[-2\Delta\sqrt{\tau/(\pi W)}\,]$.

(c) The memory time $T_M$, the total time $2\tau$ at which $V=1/e$, has one minimum as a function of $W$ at fixed $\Delta$, at $W\simeq0.85\,\Delta$, where $T_M\simeq2.94/\Delta$.

The numerical example has $g=2$, $n=10^{23}\,\mathrm{m^{-3}}$ and $\Delta=8.26\times10^4$ rad/s. In its slow case, $W=100\ \mathrm{s^{-1}}$, the table at $\tau=400\ \mu$s gave $V=0.081$ from the full formula and $0.071$ from $e^{-m\tau^2}$.

\subsection{The echo with a single flipping neighbour}

\paragraph{Lemma 4.} Let $\varphi=\langle\cos\lambda X\rangle$ and $R^2=W^2-\lambda^2$. Then
\begin{equation}
\varphi=e^{-Wt}\left[1+\frac WR\sinh Rt+\frac{W^2}{R^2}(\cosh Rt-1)\right].
\label{eq:phi}
\end{equation}

\textit{Proof.} Let $\chi_\pm(\tau)$ be the mean of $\exp(i\lambda\int_0^\tau\sigma\,dt')$ for a neighbour that starts with $\sigma=\pm1$. Consider what happens in the first short time $d\tau$. The neighbour collects the phase $\pm\lambda\,d\tau$, and with probability $W\,d\tau$ it passes to the other orientation. Hence
\begin{equation}
\frac{d\chi_+}{d\tau}=(i\lambda-W)\chi_++W\chi_-,\qquad
\frac{d\chi_-}{d\tau}=(-i\lambda-W)\chi_-+W\chi_+ .
\end{equation}
Apart from the common factor $e^{-W\tau}$, the evolution is generated by the matrix
\begin{equation}
B=\begin{pmatrix}i\lambda&W\\W&-i\lambda\end{pmatrix},\qquad
B^2=(W^2-\lambda^2)\,\mathbf 1=R^2\,\mathbf 1 .
\end{equation}
The exponential series then gives $e^{B\tau}=\mathbf 1\cosh R\tau+B\,(\sinh R\tau)/R$. Acting on the initial values $(1,1)$, it yields
\begin{equation}
\chi_+=e^{-W\tau}\left[C+(W+i\lambda)S\right],\qquad
C=\cosh R\tau,\quad S=\frac{\sinh R\tau}R .
\end{equation}
Both $C$ and $S$ are real, whether $R$ is real or imaginary.

Now fix the orientation at the moment of the $\pi$ pulse, say $\sigma(\tau)=+1$. The history after the pulse and the history before it, read backwards, are then independent. They have the same law, because the rates up and down are equal. The first interval contributes the factor $\chi_+(\lambda)$ to the mean of $e^{i\lambda X}$. The second contributes $\chi_+(-\lambda)$, which is the complex conjugate of $\chi_+(\lambda)$. The product is $|\chi_+|^2$. The case $\sigma(\tau)=-1$ gives the same value, and therefore
\begin{equation}
\varphi=|\chi_+|^2=e^{-2W\tau}\left[C^2+2WCS+(W^2+\lambda^2)S^2\right].
\end{equation}
Insert $\lambda^2=W^2-R^2$ and $C^2-R^2S^2=1$. The bracket becomes $1+2WCS+2W^2S^2$. Finally, $2CS=(\sinh 2R\tau)/R$ and $2S^2=(\cosh2R\tau-1)/R^2$, with $2\tau=t$. $\square$

The derivative with respect to $t$ is needed next. The two terms in $\sinh Rt$ cancel:
\begin{align}
\frac{d\varphi}{dt}
&=e^{-Wt}\Big[-W-\frac{W^2}{R}\sinh Rt-\frac{W^3}{R^2}(\cosh Rt-1)
+W\cosh Rt+\frac{W^2}{R}\sinh Rt\Big]\nonumber\\
&=We^{-Wt}(\cosh Rt-1)\left(1-\frac{W^2}{R^2}\right)
=-W\lambda^2e^{-Wt}\,\frac{\cosh Rt-1}{R^2}.
\label{eq:dphi}
\end{align}
The last step uses $R^2-W^2=-\lambda^2$.

\subsection{A Fourier pair and the mean of $|X|$}

\paragraph{Lemma 5.} For $s>0$,
\begin{equation}
\frac{\sinh Rs}{R}=\frac12\int_{-s}^{s}I_0\!\left(W\sqrt{s^2-y^2}\right)e^{i\lambda y}\,dy .
\label{eq:pair}
\end{equation}

\textit{Proof.} For a real vector $\mathbf k$ of length $k$, the average of $e^{s\mathbf k\cdot\mathbf n}$ over all unit vectors $\mathbf n$ is
\begin{equation}
\tfrac12\int_{-1}^1e^{skx}dx=\frac{\sinh sk}{sk}.
\end{equation}
Both sides have convergent power series in the components of $\mathbf k$, the right side because it contains even powers of $k$ alone. The equality therefore holds for complex components too, with $k^2$ read as the sum of their squares. Choose $\mathbf k=(W,0,i\lambda)$, for which $k^2=W^2-\lambda^2=R^2$. In polar coordinates about the third axis, with azimuth $\alpha$, the average is
\begin{equation}
\frac1{4\pi}\int_0^\pi\!\sin\theta\,d\theta\int_0^{2\pi}\!d\alpha\;
e^{sW\sin\theta\cos\alpha}\,e^{i\lambda s\cos\theta}
=\frac12\int_0^\pi I_0(sW\sin\theta)\,e^{i\lambda s\cos\theta}\sin\theta\,d\theta ,
\end{equation}
since $I_0(v)=(2\pi)^{-1}\int_0^{2\pi}e^{v\cos\alpha}d\alpha$. Substitute $y=s\cos\theta$ and multiply by $s$. $\square$

\paragraph{Proof of the main formula \eqref{eq:main}.} Write $M=\langle|X|\rangle$. Averaging \eqref{eq:absrep} gives $M=\pi^{-1}\int(1-\varphi)\lambda^{-2}d\lambda$, and with \eqref{eq:dphi}
\begin{equation}
\frac{dM}{dt}=\frac{We^{-Wt}}\pi\int_{-\infty}^{\infty}\frac{\cosh Rt-1}{R^2}\,d\lambda .
\label{eq:dM}
\end{equation}
Differentiation under the integral is allowed, because the new integrand falls as $\lambda^{-2}$ uniformly for $t$ in any finite range. Integrate \eqref{eq:pair} over $s$ from $0$ to $t$. The left side becomes $(\cosh Rt-1)/R^2$. On the right, a given $y$ occurs for $s>|y|$, so that
\begin{equation}
\frac{\cosh Rt-1}{R^2}=\frac12\int_{-t}^{t}G(y)\,e^{i\lambda y}\,dy,\qquad
G(y)=\int_{|y|}^tI_0\!\left(W\sqrt{s^2-y^2}\right)ds .
\end{equation}
The function $G$ is continuous and vanishes at $y=\pm t$, and its Fourier transform is absolutely integrable. The inversion theorem at $y=0$ then gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{\cosh Rt-1}{R^2}\,d\lambda
=\tfrac12\cdot2\pi\,G(0)=\pi\int_0^tI_0(Ws)\,ds .
\end{equation}
Equation \eqref{eq:dM} becomes
\begin{equation}
\frac{dM}{dt}=We^{-Wt}\int_0^tI_0(Ws)\,ds .
\label{eq:dMfinal}
\end{equation}
The $M$ stated in \eqref{eq:main} has this derivative: its integrand vanishes at $s=t$, and differentiating $-e^{-Wt}$ supplies the right side. It also vanishes at $t=0$, as $\langle|X|\rangle$ does. The two functions are equal. $\square$

\subsection{Scaling form and limits}

Set $z=Wt$ and $K(z)=\int_0^zI_0(u)\,du$. With $I_0'=I_1$ and $I_1'=I_0-I_1/z$,
\begin{equation}
\frac{d}{dz}\left[ze^{-z}(I_0+I_1)\right]
=e^{-z}\left[(1-z)(I_0+I_1)+z(I_1+I_0)-I_1\right]=e^{-z}I_0 .
\end{equation}
Thus $\int_0^ze^{-u}I_0\,du=ze^{-z}(I_0+I_1)$, and \eqref{eq:main} takes the form
\begin{equation}
M=t\,h(Wt),\qquad h(z)=e^{-z}\left[I_0(z)+I_1(z)-\frac{K(z)}z\right].
\label{eq:h}
\end{equation}

\paragraph{Small $z$.} In $zh=\int_0^zI_0(u)(e^{-u}-e^{-z})du$ put $I_0\simeq1$ and $e^{-u}-e^{-z}\simeq(z-u)-(z^2-u^2)/2$. The integral is $z^2/2-z^3/3$, with an error of order $z^4$, and
\begin{equation}
h\simeq\frac z2\left(1-\frac{2z}3\right).
\label{eq:small}
\end{equation}
The first term is the Klauder--Anderson law. The second reduces the exponent by the fraction $2Wt/3$. In the slow example at $\tau=400\ \mu$s, $Wt=0.08$ and the fraction is $5\%$ of an exponent of $2.64$, which agrees with the difference in the table.

\paragraph{Large $z$.} The standard expansions are $I_0\simeq e^z(1+\tfrac1{8z})/\sqrt{2\pi z}$ and $I_1\simeq e^z(1-\tfrac3{8z})/\sqrt{2\pi z}$, while $K\simeq e^z/\sqrt{2\pi z}$ to leading order. Hence
\begin{equation}
h\simeq\frac1{\sqrt{2\pi z}}\left(2-\frac1{4z}-\frac1z\right)
=\sqrt{\frac2{\pi z}}\left(1-\frac5{8z}\right).
\label{eq:large}
\end{equation}
The leading exponent is $\Delta t\sqrt{2/(\pi Wt)}=2\Delta\sqrt{\tau/(\pi W)}$, which proves part (b).

This limit has a direct reading. After many flips $X$ is a sum of many nearly independent pieces and is close to Gaussian. Its variance is $t\int_{-\infty}^\infty e^{-2W|u|}du=t/W$, since the correlations reach over a time of order $1/W$ and the sign change at $\tau$ affects only that short stretch. A Gaussian variable of this variance has $\langle|X|\rangle=\sqrt{2t/(\pi W)}$, in agreement with \eqref{eq:large}. To leading order the $\pi$ pulse no longer helps against the flipping neighbours.

\subsection{One minimum of the memory time}

\paragraph{Lemma 6.} The function $h$ has one maximum for $z>0$. It rises before it and falls after it.

\textit{Proof.} By \eqref{eq:dMfinal}, $(zh)'=e^{-z}K$. Therefore $zh'=e^{-z}K-h$, and with \eqref{eq:h}
\begin{equation}
h'=\frac{e^{-z}(1+z)}{z^2}\,q(z),\qquad
q=K-\frac{z}{1+z}(I_0+I_1).
\end{equation}
The sign of $h'$ is that of $q$. Differentiate $q$, using $[z/(1+z)]'=1/(1+z)^2$:
\begin{align}
q'&=I_0-\frac{I_0+I_1}{(1+z)^2}-\frac z{1+z}\left(I_1+I_0-\frac{I_1}z\right)\nonumber\\
&=I_0\left[\frac1{1+z}-\frac1{(1+z)^2}\right]
-I_1\left[\frac1{(1+z)^2}+\frac{z-1}{1+z}\right]
=\frac{z\,(I_0-zI_1)}{(1+z)^2}.
\end{align}
The ratio $zI_1/I_0$ starts at zero. With $(zI_1)'=zI_0$, its derivative is $z(I_0^2-I_1^2)/I_0^2$. This is positive, because $I_0-I_1=\pi^{-1}\int_0^\pi(1-\cos\alpha)e^{z\cos\alpha}d\alpha>0$ and $I_1\ge0$. The ratio grows without limit, since $I_1/I_0\to1$. It passes the value $1$ once, so $q'$ is first positive and then negative. Starting from $q(0)=0$, $q$ rises and then falls. At large $z$, $K\simeq e^z/\sqrt{2\pi z}$ while the subtracted term is about twice as large, so $q$ ends negative. It has one zero for $z>0$, where it passes from positive to negative. $\square$

\paragraph{Proof of part (c).} The condition $\Delta M(T_M)=1$, with $z=WT_M$, reads
\begin{equation}
\Delta T_M=\frac1{h(z)},\qquad \frac W\Delta=z\,h(z).
\label{eq:param}
\end{equation}
The second relation follows from the first on multiplying by $W/\Delta$ and $h$. Since $(zh)'=e^{-z}K>0$, and $zh$ runs from $0$ to infinity, each $W/\Delta$ belongs to one $z$, and the two increase together. The memory time is least where $h$ is greatest, and by Lemma 6 there is one such place. The root of $q$ is $z=2.501$, with $h=0.3404$. Hence
\begin{equation}
\frac W\Delta=2.501\times0.3404=0.851,\qquad
\Delta T_M=\frac1{0.3404}=2.94 .
\qquad\square
\end{equation}

On the two sides of the minimum, the limits of $h$ in $\Delta T_Mh(WT_M)=1$ give
\begin{equation}
T_M\simeq\sqrt{\frac2{\Delta W}}\quad(W\ll\Delta),\qquad
T_M\simeq\frac{\pi W}{2\Delta^2}\quad(W\gg\Delta).
\label{eq:laws}
\end{equation}
On the slow side, faster flipping means more neighbours that change during the echo. On the fast side each neighbour changes so often that its shifts largely average out. The two tendencies balance when a neighbour flips a few times, $WT_M=2.5$ on average, during the memory time.

\paragraph{The shape of the decay.} Let $s=d\ln M/d\ln t$ be the local power of $t$ in the exponent, taken at $T_M$. Since $M=th(Wt)$, $d\ln h/d\ln z=s-1$. Differentiating $\ln T_M+\ln h(WT_M)=\text{const}$ with respect to $\ln W$ gives
\begin{equation}
\frac{d\ln T_M}{d\ln W}+(s-1)\left(1+\frac{d\ln T_M}{d\ln W}\right)=0,
\qquad\text{so}\qquad
\frac{d\ln T_M}{d\ln W}=\frac{1-s}{s}.
\end{equation}
The value $s=2$ belongs to the slope $-1/2$, and $s=1/2$ to the slope $+1$, as in \eqref{eq:laws}. At the minimum $s=1$. The decay there is not a simple exponential over its whole course, because it still begins as $\tau^2$; it has the local power one at $T_M$.

\paragraph{Numerical example.} With $\Delta=8.26\times10^4$ rad/s as before, the least favourable rate is $W=0.851\,\Delta=7.03\times10^4\ \mathrm{s^{-1}}$, and the shortest memory time is $2.937/(8.262\times10^4)\ \mathrm{s}=35.6\ \mu$s. The table gives $T_M$ from the full formula and from the two laws \eqref{eq:laws}, all in $\mu$s.

\begin{center}
\begin{tabular}{ccccc}
$W$ ($\mathrm{s^{-1}}$) & $T_M$ & slow law & fast law & $s$\\ \hline
$10^2$ & 500 & 492 & 0.023 & 1.97\\
$10^3$ & 164 & 156 & 0.23 & 1.89\\
$10^4$ & 59.2 & 49.2 & 2.3 & 1.65\\
$7.03\times10^4$ & 35.6 & 18.6 & 16.2 & 1.00\\
$10^6$ & 231 & 4.9 & 230 & 0.50\\
$10^7$ & 2301 & 1.6 & 2301 & 0.50
\end{tabular}
\end{center}

Near the minimum both laws fall short by about a factor of two, and the full formula is needed.

A simulation with $100$ neighbours at random places in a ball, flipping at random, tests the steps that lead from the couplings $A_k$ to the echo. At the predicted $T_M$ it gives $V=0.371$, $0.377$ and $0.367$ for $W/\Delta=0.05$, $0.851$ and $3$, where $1/e=0.368$ is expected. Doubling all couplings squares $V$, so $\langle\cos^2\rangle=(1+e^{-2})/2$ at $T_M$. The standard error for $10^4$ samples is then $\sqrt{(1+e^{-2})/2-e^{-2}}/100\simeq0.007$. All three simulated values lie within one and a half standard errors of $1/e$. Two finite-size effects act in opposite directions. Leaving out the neighbours beyond the ball removes a positive part of the integral in \eqref{eq:product} and raises the expected $V$. A fixed number $N=100$ gives $(1-1/N)^N=0.366$ in place of $1/e$ and lowers it.

\subsection{Where the result fails}

If the pulses also turn the neighbours, the $\pi$ pulse reverses their shifts together with the probe's phase. Even static shifts are then not refocused, and a further decay appears that persists even at $W=0$. If neighbours flip in pairs by exchanging their orientations, the two partners change in opposite directions. The coupling that drives the exchange falls with distance, so partners tend to be close together. Histories and positions are then linked, the neighbours can no longer be averaged one by one, and the product in \eqref{eq:product} fails. The changes in the shifts that two close partners cause at the probe partly cancel. A spread of flip rates among the neighbours is easily included when each rate is independent of position: $M$ is replaced by its average over the rates, because the exponent is a sum over neighbours. The minimum is then to be sought anew, since the proof of part (c) assumes a single rate.

\section*{Calculated quantities}
\begin{verbatim}
g factor (chosen): 2.0
neighbour density (chosen): 1.0e+23 m^-3
dipolar constant D: 3.2623e+08 rad/s nm^3
volume factor 8pi^2/(9 sqrt3): 5.0651
same factor by quadrature: 5.0651
static half width Delta: 8.2618e+04 rad/s
static half width Delta/2pi: 13.149 kHz
z = W T_M at the minimum: 2.5010
largest h: 0.3404
optimum W/Delta: 0.8514
optimum correlation rate 2W/Delta: 1.7028
shortest Delta*T_M: 2.9374
optimum flip rate W: 7.0342e+04 1/s
shortest T_M (total time 2 tau): 35.55 us
simulation at T_M: W/Delta, V, Delta*mean|X|, Delta*M formula
  0.0500  0.3708  1.0009  1.0000
  0.8514  0.3768  0.9995  1.0000
  3.0000  0.3672  1.0002  1.0000
W (1/s), T_M (us), slow law (us), fast law (us), shape exponent
  1.000e+02  500.24  492.01  0.02301  1.9670
  1.000e+03  164.19  155.59  0.2301  1.8942
  1.000e+04  59.24  49.20  2.301  1.6510
  7.034e+04  35.55  18.55  16.19  1.0000
  1.000e+06  231.38  4.92  230.1  0.5027
  1.000e+07  2301.40  1.56  2301  0.5000
slow example flip rate W (chosen): 100 1/s
slow example m = 2 Delta W: 1.6524e+07 s^-2
tau (us), V full formula, V = exp(-m tau^2)
  50  0.9598  0.9595
  100  0.8495  0.8477
  200  0.5254  0.5164
  300  0.2395  0.2260
  400  0.0815  0.0711
\end{verbatim}
